# Antisymmetric stretching frequency of a bent Si-O-Si molecule, part 1

(Sections cited here and not found follow in the second part.)

## I. The antisymmetric vibration and its frequency

**Definitions.** An oxygen atom of mass $m$ is bonded to two silicon atoms, each of mass $M$. At equilibrium both bonds have length $d$, and the angle between them, measured at the oxygen, is $\theta$, with $0<\theta\le\pi$. The molecule is free: nothing outside it exerts a force on its atoms. The origin is the equilibrium position of the oxygen, the molecule lies in the $xy$ plane, and the unit vectors from oxygen to the two silicon atoms are

$$
\mathbf e_1=\left(\sin\tfrac{\theta}{2},\cos\tfrac{\theta}{2},0\right),\qquad
\mathbf e_2=\left(-\sin\tfrac{\theta}{2},\cos\tfrac{\theta}{2},0\right). \tag{1}
$$

Their scalar product is

$$
\mathbf e_1\cdot\mathbf e_2=\cos^2\tfrac{\theta}{2}-\sin^2\tfrac{\theta}{2}=\cos\theta . \tag{2}
$$

The displacements from equilibrium are $\mathbf u_O$, $\mathbf u_1$ and $\mathbf u_2$. Only the displacement of a silicon atom relative to the oxygen changes a bond, so we write $\mathbf w_i=\mathbf u_i-\mathbf u_O$ for $i=1,2$. The extension of bond $i$ is $s_i$, and the change of the angle is $\delta\theta$. A dot denotes a time derivative.

The potential energy is harmonic in these internal coordinates:

$$
V=\frac k2\left(s_1^2+s_2^2\right)+\frac{k_b}{2}\,d^2(\delta\theta)^2 . \tag{3}
$$

The two bonds share one stretching constant $k$. The bending constant $k_b\ge 0$ has the same unit as $k$ because of the factor $d^2$. There are no linear terms, since a free molecule at equilibrium has no force along any of its internal coordinates. A product term $s_1s_2$ is left out for now and added in (21).

The result to be derived is that the vibration in which one bond lengthens while the other shortens has the squared angular frequency

$$
\omega_a^2=k\left[\frac1M+\frac{1-\cos\theta}{m}\right]. \tag{4}
$$

**Internal coordinates to first order.** The bond vector changes from $d\,\mathbf e_i$ to $d\,\mathbf e_i+\mathbf w_i$. Its new length is

$$
\sqrt{d^2+2d\,\mathbf e_i\cdot\mathbf w_i+w_i^2}
=d+\mathbf e_i\cdot\mathbf w_i+O(w_i^2/d),
$$

and therefore

$$
s_i=\mathbf e_i\cdot(\mathbf u_i-\mathbf u_O) \tag{5}
$$

to first order. The omitted part of $s_i$ is quadratic in the displacements. In $V$ it is multiplied by another factor $s_i$, so it contributes terms of third order and higher, which do not affect harmonic frequencies.

For the angle we first take $\theta<\pi$. The new unit vector along bond $i$ is $\mathbf e_i+\mathbf w_i^{\perp}/d$ to first order, where $\mathbf w_i^{\perp}=\mathbf w_i-\mathbf e_i(\mathbf e_i\cdot\mathbf w_i)$ is the part of $\mathbf w_i$ perpendicular to the bond. The scalar product of the two new unit vectors is the cosine of the new angle. Its first-order change is

$$
-\sin\theta\,\delta\theta=\frac1d\left(\mathbf e_2\cdot\mathbf w_1^{\perp}+\mathbf e_1\cdot\mathbf w_2^{\perp}\right). \tag{6}
$$

Now define

$$
\mathbf n_1=\frac{\cos\theta\,\mathbf e_1-\mathbf e_2}{\sin\theta},\qquad
\mathbf n_2=\frac{\cos\theta\,\mathbf e_2-\mathbf e_1}{\sin\theta}. \tag{7}
$$

By (2), $\mathbf n_1\cdot\mathbf e_1=(\cos\theta-\cos\theta)/\sin\theta=0$, and $|\mathbf n_1|^2=(\cos^2\theta-2\cos^2\theta+1)/\sin^2\theta=1$. Thus $\mathbf n_1$ is a unit vector perpendicular to bond 1, and likewise $\mathbf n_2$ for bond 2. Also

$$
\mathbf e_2\cdot\mathbf w_1^{\perp}=(\mathbf e_2-\cos\theta\,\mathbf e_1)\cdot\mathbf w_1=-\sin\theta\,\mathbf n_1\cdot\mathbf w_1 ,
$$

with the same relation when 1 and 2 are exchanged. Inserting both in (6) and dividing by $-\sin\theta$ gives

$$
\delta\theta=\frac1d\left(\mathbf n_1\cdot\mathbf w_1+\mathbf n_2\cdot\mathbf w_2\right). \tag{8}
$$

A silicon atom that moves along its $\mathbf n_i$ opens the angle.

**Forces.** The force on an atom is minus the gradient of $V$ with respect to its displacement. Let $B=k_b\,d\,\delta\theta$. From (3), (5) and (8),

$$
\begin{aligned}
M\ddot{\mathbf u}_1&=-k s_1\mathbf e_1-B\,\mathbf n_1,\\
M\ddot{\mathbf u}_2&=-k s_2\mathbf e_2-B\,\mathbf n_2,\\
m\ddot{\mathbf u}_O&=k(s_1\mathbf e_1+s_2\mathbf e_2)+B(\mathbf n_1+\mathbf n_2).
\end{aligned} \tag{9}
$$

The signs in the last line are reversed because $\mathbf u_O$ enters each $\mathbf w_i$ with a minus sign. The three forces add to zero, as they must in a free molecule.

**Projection on the bonds.** Differentiating (5) twice gives $\ddot s_1=\mathbf e_1\cdot(\ddot{\mathbf u}_1-\ddot{\mathbf u}_O)$. Two further scalar products are needed. The first is $\mathbf e_1\cdot\mathbf n_1=0$. The second follows from (7):

$$
\mathbf e_1\cdot\mathbf n_2=\frac{\cos^2\theta-1}{\sin\theta}=-\sin\theta . \tag{10}
$$

By symmetry $\mathbf e_2\cdot\mathbf n_1=-\sin\theta$ as well. With (2), (9) and (10),

$$
\begin{aligned}
\ddot s_1&=-\frac kM s_1-\frac km(s_1+s_2\cos\theta)+\frac{B\sin\theta}{m},\\
\ddot s_2&=-\frac kM s_2-\frac km(s_2+s_1\cos\theta)+\frac{B\sin\theta}{m}.
\end{aligned} \tag{11}
$$

The term with $\cos\theta$ is the coupling through the oxygen. When bond 2 is stretched it pulls the oxygen along $\mathbf e_2$, and the projection of that acceleration on $\mathbf e_1$ changes the length of bond 1. The bending force acts on each silicon atom at right angles to its bond. It reaches the bond lengths through the recoil of the oxygen, and that recoil affects both bonds equally.

**The difference coordinate.** Let $q=s_1-s_2$. Subtracting the second line of (11) from the first removes the bending term. The oxygen terms combine as

$$
(s_1+s_2\cos\theta)-(s_2+s_1\cos\theta)=(1-\cos\theta)(s_1-s_2),
$$

so that

$$
\ddot q=-k\,G_-\,q,\qquad G_-=\frac1M+\frac{1-\cos\theta}{m}. \tag{12}
$$

This is the equation of a harmonic oscillator with $\omega_a^2=kG_-$, which is (4). The bending constant has dropped out.

At $\theta=\pi$ the vectors (7) are not defined, and the bending term needs separate treatment. There $\mathbf e_2=-\mathbf e_1$, and the deviation of the angle from $\pi$ is $|\mathbf w_1^{\perp}+\mathbf w_2^{\perp}|/d$. The bending energy then depends on displacements perpendicular to the common bond axis, and its forces have no component along either bond. Equations (11) hold with the last term absent, and (12) follows as before.

**The sum coordinate.** Let $p=s_1+s_2$ and $\beta=d\,\delta\theta$, so that $B=k_b\beta$. Adding the two lines of (11) gives

$$
\ddot p=-k\,G_+\,p+\frac{2k_b\sin\theta}{m}\,\beta,\qquad
G_+=\frac1M+\frac{1+\cos\theta}{m}. \tag{13}
$$

The sum is coupled to the bend. To close the system we differentiate (8) twice. From (9), $\mathbf n_1\cdot\ddot{\mathbf u}_1=-B/M$. From (7),

$$
\mathbf n_1\cdot\mathbf n_2=\frac{\cos^3\theta-\cos\theta-\cos\theta+\cos\theta}{\sin^2\theta}=-\cos\theta ,
$$

so $\mathbf n_1\cdot\ddot{\mathbf u}_O=[-k s_2\sin\theta+B(1-\cos\theta)]/m$. The expressions for $\mathbf n_2$ follow by exchanging 1 and 2. Collecting the four contributions,

$$
\ddot\beta=-2k_b\,G_-\,\beta+\frac{k\sin\theta}{m}\,p . \tag{14}
$$

Equations (13) and (14) contain $p$ and $\beta$ but not $q$. They describe the two even vibrations, a stretch and a bend. If $k_b=0$, the even stretch has $\omega_s^2=kG_+$. In that case the angle drops out of the sum of the two squared stretching frequencies:

$$
\omega_a^2+\omega_s^2=2k\left(\frac1M+\frac1m\right)\qquad(k_b=0). \tag{15}
$$

Bending the molecule away from the linear shape lowers one squared frequency by the amount by which it raises the other.

**Shape of the antisymmetric vibration.** The displacement pattern that belongs to (12) is

$$
\mathbf u_1=a\,\mathbf e_1,\qquad \mathbf u_2=-a\,\mathbf e_2,\qquad
\mathbf u_O=-\frac Mm\,a(\mathbf e_1-\mathbf e_2), \tag{16}
$$

where $a$ oscillates as $\cos\omega_a t$. We verify this in (9). By (5) and (2),

$$
s_1=a+\frac Mm a(1-\cos\theta)=M a\,G_-,\qquad s_2=-s_1 . \tag{17}
$$

The angle does not change. The oxygen displacement is parallel to $\mathbf e_1-\mathbf e_2$, while (7) gives $\mathbf n_1+\mathbf n_2=(\cos\theta-1)(\mathbf e_1+\mathbf e_2)/\sin\theta$, which is perpendicular to it because $\mathbf e_1$ and $\mathbf e_2$ have equal length. The silicon displacements are along their bonds and do not enter (8) either. Hence $B=0$. The first line of (9) becomes $-M\omega_a^2a=-kMaG_-$, which is satisfied. The third becomes $\omega_a^2Ma(\mathbf e_1-\mathbf e_2)=kMaG_-(\mathbf e_1-\mathbf e_2)$, which is satisfied too.

Each silicon atom therefore moves along its own bond, and the oxygen moves parallel to the line joining the silicon atoms. The total momentum $M(\dot{\mathbf u}_1+\dot{\mathbf u}_2)+m\dot{\mathbf u}_O$ vanishes by (16). The angular momentum about the origin vanishes to first order as well, because the silicon velocities point along their position vectors and the oxygen sits at the origin.

**There is one such vibration.** Consider the reflection $x\to-x$, which exchanges the silicon atoms. A motion is odd if this reflection reverses it. Oddness leaves four free components: $u_{Ox}$, the common value $u_{1x}=u_{2x}$, and the opposite pairs $u_{1y}=-u_{2y}$ and $u_{1z}=-u_{2z}$. The last is a rotation about the $y$ axis. The other three lie in the plane and contain the translation along $x$ and the rotation about $z$. One motion remains, and (16) is that vibration.

**Where the energy sits.** Since $|\mathbf e_1-\mathbf e_2|^2=2(1-\cos\theta)$, the kinetic energies of the silicon pair and the oxygen are in the ratio

$$
2M\dot a^2:\ m\frac{M^2}{m^2}\,2(1-\cos\theta)\dot a^2
=\frac1M:\frac{1-\cos\theta}{m}. \tag{18}
$$

The two terms in the bracket of (4) thus measure the shares of kinetic energy. The oxygen share is

$$
f_O=\frac{(1-\cos\theta)/m}{G_-}. \tag{19}
$$

**Limiting cases.** At $\theta=90^\circ$ the cosine vanishes, the direct coupling between the two stretches in (11) disappears, and $\omega_a^2=k(1/M+1/m)$. This is the squared frequency of a diatomic molecule SiO with the same force constant. At $\theta=180^\circ$,

$$
\omega_a^2=k\left(\frac1M+\frac2m\right), \tag{20}
$$

the largest value that (4) takes at fixed $k$ and masses. The oxygen then feels both bonds along one line. If $M\to\infty$, the oxygen moves between fixed walls with $\omega_a^2=2k\sin^2(\theta/2)/m$. If $m\to\infty$, each silicon atom vibrates against a fixed centre with $\omega_a^2=k/M$, whatever the angle.

**Coupling of the two stretches.** Suppose that a term $k's_1s_2$ is added to (3). The tension of bond 1 changes from $ks_1$ to $ks_1+k's_2$, and that of bond 2 from $ks_2$ to $ks_2+k's_1$. These tensions replace $ks_1$ and $ks_2$ in (9) and (11). Their difference is $(k-k')(s_1-s_2)$, so

$$
\omega_a^2=(k-k')\,G_- . \tag{21}
$$

The frequency of this vibration alone cannot separate $k$ from $k'$. The description by one stretching constant is therefore an assumption about $k'$, and (4) yields the difference $k-k'$ if that assumption is dropped.

## II. A numerical case, oxygen isotopes and the limits of the model

**Symbols and results carried over.** The masses of silicon and oxygen are $M$ and $m$, the bond length is $d$, the angle at the oxygen is $\theta$, and $k$ and $k_b$ are the stretching and bending constants. The bond extensions are $s_1$ and $s_2$, and $\mathbf e_1,\mathbf e_2$ point from the oxygen along the bonds. The antisymmetric stretch has $\omega_a^2=kG_-$ with $G_-=1/M+(1-\cos\theta)/m$. In it the silicon atoms move along their bonds with equal amplitude $a$, and the oxygen carries the share $f_O$ of the kinetic energy, given by (19). Frequencies are quoted as wavenumbers $\nu=\omega/2\pi c$, where $c$ is the speed of light. Masses are in atomic mass units u and force constants in N/m.

**The frequency.** We take $k=450$ N/m, $\theta=160^\circ$, $d=0.16$ nm, $k_b=5$ N/m, $M=27.977$ u and $m=15.995$ u. Then $1-\cos\theta=1.9397$, and

$$
G_-=0.03574+0.12127=0.15701\ \mathrm{u^{-1}} . \tag{22}
$$

Multiplication by $k$ gives $70.65$ N/(m u). With $1\ \mathrm u=1.6605\times10^{-27}$ kg this is $\omega_a^2=4.255\times10^{28}\ \mathrm{s^{-2}}$, so $\omega_a=2.063\times10^{14}\ \mathrm{s^{-1}}$ and

$$
\nu_a=1095.1\ \mathrm{cm^{-1}},\qquad \hbar\omega_a=135.8\ \mathrm{meV}. \tag{23}
$$

The oxygen share of the kinetic energy is $0.12127/0.15701=0.772$.

Formula (4) was tested against force-constant matrices obtained by finite differences from the potential (3), with the true bond lengths and angle as functions of the Cartesian coordinates. The angles were 75, 90, 130, 160 and 180 degrees. The mass pairs $(M,m)$ were the one above and $(3,20)$ u, and $k_b$ was 0 and 40 N/m. Each case had one odd vibration, and the largest relative error of $\omega_a^2$ was $4.7\times10^{-7}$.

The even stretch lies at 549.4 cm$^{-1}$ without a bending force and at 551.3 cm$^{-1}$ with $k_b=5$ N/m. The latter choice puts the bend at 156.6 cm$^{-1}$.

For a free Si-O-Si molecule, the squared frequency of the antisymmetric stretch has been derived as $\omega_a^2=kG_-$, independent of the bending constant, and the numerical example gives 1095.1 cm$^{-1}$. What remains is how this frequency depends on the angle, whether two oxygen isotopes can reveal that angle, and how large the effects left out of the model are.

All numerical values are calculated from the stated model.
